# Dopant flux balance at a moving oxide–silicon interface

When silicon is oxidized, dopant passes from a shrinking crystal into a growing film that takes up more room than the silicon it replaced. If this expansion is left out of the flux balance at the interface, while the film is given its true thickness, the calculation creates dopant for as long as the oxide beside the interface contains any. In the example worked below, the omission gives a silicon surface concentration of 0.558 of the background doping, where the correct balance gives 0.316. No refinement of the grid removes this error, because it lies in the boundary condition.

## Setting and assumptions

Let \(x\) be a coordinate fixed in the silicon lattice and pointing into the silicon. The planar interface is at \(x=s(t)\), with silicon at \(x>s\) and oxide at \(x<s\). Its velocity \(v=ds/dt>0\) is the rate at which silicon is consumed. Oxidation starts from bare silicon at \(s(0)=0\).

Let \(N_{\rm Si}\) and \(N_{\rm ox}\) be the numbers of silicon atoms per unit volume of silicon and of oxide, and let

\[
\alpha=\frac{N_{\rm ox}}{N_{\rm Si}} .
\]

A silicon layer of thickness \(h\) contains \(N_{\rm Si}h\) silicon atoms per area. As oxide these fill a thickness \(N_{\rm Si}h/N_{\rm ox}=h/\alpha\), so the volume expansion factor is \(1/\alpha\).

The dopant concentrations beside the interface are \(C_{\rm Si}\) and \(C_{\rm ox}\). The fluxes \(J_{\rm Si}\) and \(J_{\rm ox}\) are positive along \(+x\), and each is measured relative to the material in which it flows. The assumptions are:

1. All expansion is normal to the surface.
2. New oxide forms at the interface and keeps its density afterwards.
3. No silicon is lost, and the silicon crystal stays at rest.
4. Dopant is neither created nor destroyed, and the number trapped at the interface itself is constant.

## Two lemmas on the moving oxide

**Lemma 1.** The oxide moves relative to the silicon lattice with velocity

\[
u=-v\left(\frac1\alpha-1\right),
\]

and its thickness is \(X=s/\alpha\).

*Proof.* Move with the interface. Silicon then has velocity \(-v\) and oxide has velocity \(u-v\). Silicon atoms do not accumulate at the interface, so their fluxes on the two sides are equal:

\[
N_{\rm ox}(u-v)=-N_{\rm Si}v .
\]

Division by \(N_{\rm ox}\) gives \(u-v=-v/\alpha\), which is the stated \(u\). By assumptions 1 and 2 the whole film moves rigidly at this velocity, including its outer surface. The thickness therefore grows at the rate \(dX/dt=v-u=v/\alpha\). Integration from \(s=X=0\) gives \(X=s/\alpha\). ∎

Since \(\alpha<1\), \(u\) is negative: the film is pushed outward while the interface moves inward.

**Lemma 2.** The dopant flux in the oxide, counted through a plane at rest in the silicon frame, is \(F=J_{\rm ox}+uC_{\rm ox}\), with all quantities taken at that plane.

*Proof.* Let \(z\) be a coordinate fixed in the oxide material, measured from its outer surface. A point \(z\) lies at \(x=s-X+z\). A plane at fixed \(x\) has material coordinate \(z_0=x-s+X\), so

\[
\frac{dz_0}{dt}=-v+\frac v\alpha=-u .
\]

In the material coordinate, conservation reads \(\partial C/\partial t=-\partial J/\partial z\). The number of dopant atoms per area between the outer surface and the plane changes at the rate

\[
\frac{d}{dt}\int_0^{z_0}C\,dz
=-u\,C(z_0)+J(0)-J(z_0).
\]

The same rate is the inflow \(J(0)\) at the outer surface minus the flux \(F\) through the plane. Hence \(F=J(z_0)+uC(z_0)\). ∎

## The interface relation

**Theorem.** Under assumptions 1 to 4,

\[
\boxed{\,J_{\rm Si}-J_{\rm ox}=v\left(C_{\rm Si}-\frac{C_{\rm ox}}{\alpha}\right)\,}
\]

*Proof.* Enclose the interface in a thin box whose faces, at \(s\pm\varepsilon\), move with velocity \(v\). A moving face sweeps up dopant, so the flux relative to it is the flux in the silicon frame minus \(v\) times the local concentration. The box gains \(F-vC_{\rm ox}\) on its oxide side and loses \(J_{\rm Si}-vC_{\rm Si}\) on its silicon side.

The dopant content of the two thin layers is proportional to \(\varepsilon\), and so is its rate of change when the concentrations vary smoothly in time. This rate vanishes as \(\varepsilon\to0\). The number trapped at the interface is constant, so gain equals loss:

\[
J_{\rm ox}+(u-v)C_{\rm ox}=J_{\rm Si}-vC_{\rm Si}.
\]

Lemma 1 gives \(u-v=-v/\alpha\), and therefore

\[
J_{\rm ox}-\frac{v}{\alpha}C_{\rm ox}=J_{\rm Si}-vC_{\rm Si}.
\]

Moving \(J_{\rm ox}\) to the right and \(vC_{\rm Si}\) to the left, then exchanging sides, gives the theorem. ∎

**Second proof, from the total dose.** Let \(L\) be a fixed depth in the silicon, and define

\[
M(t)=\int_0^{X}C_{\rm ox}\,dz+\int_s^L C_{\rm Si}\,dx .
\]

The upper limit of the first integral moves at \(v/\alpha\), and the lower limit of the second at \(v\). Differentiating the limits and using the conservation law inside each material gives

\[
\begin{aligned}
\frac{dM}{dt}={}&\frac v\alpha C_{\rm ox}+J_{\rm ox}(0)-J_{\rm ox}(X)\\
&-vC_{\rm Si}+J_{\rm Si}(s)-J_{\rm Si}(L).
\end{aligned}
\]

Conservation of the total requires \(dM/dt=J_{\rm ox}(0)-J_{\rm Si}(L)\). The remaining terms must cancel:

\[
J_{\rm Si}(s)-J_{\rm ox}(X)-v\left(C_{\rm Si}-\frac{C_{\rm ox}}\alpha\right)=0. \qquad ∎
\]

The left side is thus the rate at which a calculation that violates the relation creates dopant. If the expansion is omitted, so that \(J_{\rm Si}-J_{\rm ox}=v(C_{\rm Si}-C_{\rm ox})\) is imposed, this rate is \(vC_{\rm ox}(1/\alpha-1)\), which is positive whenever \(C_{\rm ox}>0\). The equality between the left side and the rate of dopant creation was tested separately, with smooth diffusion fields chosen to violate the relation. The unexplained rate of change of the integrated dose and the left side were both \(-0.02306\), in units of the background concentration times µm/h. The negative sign means that these particular fields destroy dopant.

**Remark 1 (meaning of the terms).** The advancing interface releases \(vC_{\rm Si}\) dopant atoms per area and time from consumed silicon. Filling the new oxide to concentration \(C_{\rm ox}\) takes \((v/\alpha)C_{\rm ox}\), because oxide volume appears at the rate \(v/\alpha\). Diffusion carries the difference. If the oxide accepts no dopant, then \(C_{\rm ox}=J_{\rm ox}=0\) and \(J_{\rm Si}=vC_{\rm Si}\): all released dopant is driven into the silicon. If \(C_{\rm ox}=\alpha C_{\rm Si}\), the dopant is diluted by the expansion and the flux has no jump.

**Remark 2 (range of validity).** The theorem needs neither Fick's law nor equilibrium between the phases. The fluxes may include drift in an electric field. If the trapped number per area \(\sigma\) changes, gain minus loss in the box equals \(d\sigma/dt\), and the right side of the theorem acquires the term \(-d\sigma/dt\). If the oxide densifies after it has formed, the balance at the interface still holds with \(N_{\rm ox}\) taken in the newly formed oxide, but \(X=s/\alpha\) fails. If silicon is lost at the interface, the first equation of Lemma 1 fails, and the theorem with it.

## Segregation and the neutral value of m

The theorem is one equation for two interface concentrations. Local equilibrium supplies another, \(C_{\rm Si}=mC_{\rm ox}\), where \(m\) is the segregation coefficient. Substitution gives

\[
J_{\rm Si}-J_{\rm ox}=vC_{\rm Si}\left(1-\frac1{\alpha m}\right).
\]

**Corollary.** Suppose that no diffusive flux flows in the oxide at the interface. Then uniformly doped silicon stays uniform if \(m=1/\alpha\). For \(m<1/\alpha\) dopant diffuses toward the interface, and for \(m>1/\alpha\) it diffuses into the silicon.

*Proof.* With \(J_{\rm ox}=0\), the sign of \(J_{\rm Si}\) is that of the bracket. At \(m=1/\alpha\) the bracket vanishes, and a uniform profile satisfies both the diffusion equation and the boundary condition. ∎

The neutral value is therefore not \(m=1\). At \(m=1\) the two phases hold equal concentrations, but the oxide offers \(1/\alpha\) times the volume, and the silicon must supply the difference.

## Parabolic growth with an open outer surface

Take constant diffusivities \(D\) in silicon and \(D_{\rm ox}\) in oxide, Fick's law in both, and uniform initial doping \(C_B\). The outer surface holds zero dopant. Let the interface follow \(s=2\lambda\sqrt{Dt}\), so that \(v=\lambda\sqrt{D/t}\), and define

\[
\mu=\frac{X}{2\sqrt{D_{\rm ox}t}}=\frac\lambda\alpha\sqrt{\frac{D}{D_{\rm ox}}},
\]

\[
G=\frac{e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erfc}\lambda},\qquad
H=\sqrt{\frac{D_{\rm ox}}D}\,\frac{e^{-\mu^2}}{\sqrt\pi\,\operatorname{erf}\mu}.
\]

**Proposition.** The silicon surface concentration \(C_s\) is constant in time and equals

\[
\frac{C_s}{C_B}=\frac{G}{G-\lambda+(H+\lambda/\alpha)/m}.
\]

*Proof.* Seek \(C=f(\eta)\) in silicon, with \(\eta=x/(2\sqrt{Dt})\). Then \(\partial C/\partial t=-\eta f'/(2t)\) and \(D\,\partial^2C/\partial x^2=f''/(4t)\). The diffusion equation becomes \(f''+2\eta f'=0\), so \(f'\propto e^{-\eta^2}\). The conditions \(f(\infty)=C_B\) and \(f(\lambda)=C_s\) select

\[
C=C_B+(C_s-C_B)\frac{\operatorname{erfc}\eta}{\operatorname{erfc}\lambda}.
\]

In the oxide material coordinate there is no drift term, and the same steps apply with \(\zeta=z/(2\sqrt{D_{\rm ox}t})\). The values zero at \(\zeta=0\) and \(C_s/m\) at \(\zeta=\mu\) give

\[
C=\frac{C_s}{m}\,\frac{\operatorname{erf}\zeta}{\operatorname{erf}\mu}.
\]

The derivative of \(\operatorname{erfc}\eta\) is \(-2e^{-\eta^2}/\sqrt\pi\), and \(\partial\eta/\partial x=1/(2\sqrt{Dt})\). In \(J_{\rm Si}=-D\,\partial C/\partial x\) the two minus signs cancel. In the oxide the error function has a positive derivative, and one minus sign remains:

\[
J_{\rm Si}=(C_s-C_B)\,G\sqrt{\frac Dt},\qquad
J_{\rm ox}=-\frac{C_s}{m}H\sqrt{\frac Dt}.
\]

Insert these fluxes and \(v=\lambda\sqrt{D/t}\) in the interface relation. The common factor \(\sqrt{D/t}\) cancels, which is why a constant \(C_s\) is consistent:

\[
(C_s-C_B)G+\frac{C_s}{m}H=\lambda C_s-\frac{\lambda C_s}{\alpha m}.
\]

Collecting the terms in \(C_s\) gives

\[
C_s\left[G-\lambda+\frac1m\left(H+\frac\lambda\alpha\right)\right]=C_BG ,
\]

which is the proposition. The bracket is positive because \(G>\lambda\). To see this, note that \(y/\lambda>1\) inside the range of integration:

\[
\operatorname{erfc}\lambda=\frac2{\sqrt\pi}\int_\lambda^\infty e^{-y^2}dy
<\frac2{\sqrt\pi}\int_\lambda^\infty\frac y\lambda e^{-y^2}dy
=\frac{e^{-\lambda^2}}{\lambda\sqrt\pi}. \qquad ∎
\]

**Remark 3 (sealed surface and threshold).** If the outer surface passes no dopant, \(f'\propto e^{-\zeta^2}\) must vanish at \(\zeta=0\). The oxide is then uniform, and the proposition holds with \(H=0\). In either case \(C_s/C_B\) rises with \(m\). It equals one when \((H+\lambda/\alpha)/m=\lambda\), that is, at

\[
m^*=\frac1\alpha+\frac H\lambda .
\]

Below \(m^*\) the silicon surface is depleted, and above it dopant piles up. Outward loss raises the threshold because it draws additional dopant across the interface.

**Remark 4 (fast and slow growth).** For large \(\lambda\), integration by parts gives \(\operatorname{erfc}\lambda\approx e^{-\lambda^2}(1-1/2\lambda^2)/(\lambda\sqrt\pi)\), so \(G-\lambda\approx1/(2\lambda)\), while \(H\) vanishes exponentially. At fixed \(m\) the result tends to \(C_s=\alpha mC_B\), or \(C_{\rm ox}=\alpha C_B\). The interface outruns diffusion, and the oxide receives the original doping diluted by the expansion. The limit requires \(1/(2\lambda)\ll\lambda/(\alpha m)\), that is \(2\lambda^2\gg\alpha m\), so it is approached slowly when \(m\) is large. For \(m=10\), with \(\alpha=0.44\) and \(D_{\rm ox}/D=0.8\), the proposition gives 0.39 of \(\alpha mC_B\) at \(\lambda=0.5\) and 0.94 at \(\lambda=5\).

For small \(\lambda\), \(G\to1/\sqrt\pi\). With a sealed surface \(C_s\to C_B\), since diffusion has time to level the silicon. With an open surface \(\operatorname{erf}\mu\approx2\mu/\sqrt\pi\) gives \(H\approx\alpha D_{\rm ox}/(2\lambda D)\), which diverges, and \(C_s\to0\): the thin film no longer holds the dopant back. This needs \(H\gg m\), that is \(\lambda\ll\alpha D_{\rm ox}/(mD)\). If the dopant diffuses much more slowly in oxide than in silicon, the limit is remote. For \(D_{\rm ox}/D=10^{-3}\), \(m=0.5\) and \(\alpha=0.44\), the open and sealed results both equal 0.640 at \(\lambda=0.1\), and the open value is still 0.56 at \(\lambda=0.001\).

## One hour of oxidation

The following round parameters describe a model dopant with deliberately fast diffusion in the oxide: \(D=0.05\) and \(D_{\rm ox}=0.04\) µm²/h, \(m=0.5\), \(C_B=10^{17}\) cm⁻³. With \(N_{\rm Si}=5.0\times10^{22}\) and \(N_{\rm ox}=2.2\times10^{22}\) cm⁻³, \(\alpha=0.44\). After \(t=1\) h the oxide is 0.5 µm thick. Hence

\[
s=0.44\times0.5=0.22\ \text{µm},\qquad
v=\frac{s}{2t}=0.11\ \text{µm/h},
\]

\[
\lambda=\frac{0.22}{2\sqrt{0.05}}=0.4919,\qquad
\mu=\frac{0.5}{2\sqrt{0.04}}=1.25 .
\]

These give \(G=0.9102\) and \(H=0.1146\), and

\[
\frac{C_s}{C_B}=\frac{0.9102}{0.4183+(0.1146+1.1180)/0.5}=0.316 .
\]

The interface concentrations are \(C_{\rm Si}=3.16\times10^{16}\) and \(C_{\rm ox}=6.31\times10^{16}\) cm⁻³. In units of \(10^{12}\) cm⁻² h⁻¹, the two sides of the theorem are

\[
J_{\rm Si}-J_{\rm ox}=-1.393+0.162=-1.231,
\]

\[
v\left(C_{\rm Si}-\frac{C_{\rm ox}}\alpha\right)=0.347-1.578=-1.231 .
\]

The jump is \(-3.42\times10^8\) cm⁻² s⁻¹. Both fluxes are negative, so dopant moves outward in both materials. Consumed silicon releases 0.347 and diffusion from the remaining silicon brings 1.393, together 1.740. Of this, 1.578 fills new oxide and 0.162 diffuses on into the film.

The budget over the whole hour gives a separate check. The outward flux at \(z=0\) is \((C_s/m)\sqrt{D_{\rm ox}/(\pi t)}/\operatorname{erf}\mu\). Since \(\int_0^t t'^{-1/2}dt'=2\sqrt t\), the dose lost is

\[
Q=\frac{2C_s}{m\,\operatorname{erf}\mu}\sqrt{\frac{D_{\rm ox}t}{\pi}}=1.544\times10^{12}\ \text{cm}^{-2}.
\]

The oxide retains \(1.936\times10^{12}\) cm⁻², for a total of 3.480 in units of \(10^{12}\) cm⁻². The consumed silicon contained 2.200 and the remaining silicon gave up 1.280, again 3.480.

## A conservative cell calculation

The relation can also emerge from counting atoms in cells, without being imposed. Let a silicon cell of initial width \(h\) be oxidized to a fraction \(f\). It holds silicon of thickness \(h(1-f)\) and oxide of thickness \(hf/\alpha\). Let \(a\) equal \(C_{\rm Si}\) in silicon and \(mC_{\rm ox}\) in oxide, so that equilibrium means equal \(a\). The dopant number per area in the cell is

\[
n=a\,h\left[(1-f)+\frac f{\alpha m}\right].
\]

Diffusion exchanges dopant between neighbouring cells, and oxidation changes \(f\) without changing \(n\). While the interface crosses one cell, in a time \(h/v\), the content goes from about \(hC_{\rm Si}\) to \(hC_{\rm ox}/\alpha\). Its mean rate of change, \(-v(C_{\rm Si}-C_{\rm ox}/\alpha)\), must equal the inflow \(J_{\rm ox}-J_{\rm Si}\). This is the theorem, up to the variation of concentration across a cell.

With 100 oxidized cells the simulated \(C_s/C_B\) is 0.31845, and with 400 it is 0.31636. Relative to the formula these are errors of 0.9% and 0.2%. Replacing \(C_{\rm ox}/\alpha\) by \(C_{\rm ox}\) in the interface relation, with the true oxide thickness retained, predicts 0.558. The simulation rules this out.

The same calculation tests the thresholds:

- With a sealed surface and \(m=1/\alpha=2.27\), the silicon stays uniform to rounding error.
- With a sealed surface and \(m=1\), the formula gives \(C_s/C_B=0.5925\) and the simulation 0.5941. Equal concentrations in the two phases do not prevent depletion.
- With \(m=2.4\), the formula gives 1.0295 for a sealed surface and 0.9767 for an open one; the simulation gives 1.0293 and 0.9765. This \(m\) lies between \(1/\alpha\) and the open-surface threshold \(m^*=2.51\), so outward loss turns a slight pile-up into a slight depletion.
- At \(m=m^*\) with an open surface, the simulated silicon departs from uniform doping by at most \(0.0005\,C_B\).

The remaining values are listed in the numerical output. The tests confirm the balance and its solution within the stated model; they do not show that a particular dopant has constant diffusivities or reaches segregation equilibrium at the interface. The constant \(C_s\) of the proposition also rests on growth that is parabolic from \(t=0\). Real oxidation of bare silicon begins with a linear stage. The interface relation still holds then, but \(C_s\) changes with time and the proposition is only an approximation for the later, parabolic stage.

## Table of computed values

```
silicon atoms in silicon        5.00e+22 cm^-3
silicon atoms in oxide          2.20e+22 cm^-3
alpha                           0.440
volume expansion 1/alpha        2.2727
background C_B                  1.00e+17 cm^-3
D in silicon                    0.050 um^2/h
D in oxide                      0.040 um^2/h
segregation coefficient m       0.50
oxidation time                  1.00 h
oxide thickness X               0.500 um
silicon consumed s              0.220 um
interface velocity v            0.1100 um/h
oxide growth rate v/alpha       0.2500 um/h
oxide drift velocity u          -0.1400 um/h
lambda                          0.49193
mu                              1.25000
G                               0.91021
H                               0.11461
C_s/C_B formula                 0.31565
C_s/C_B simulation, 100 cells   0.31845
C_s/C_B simulation, 400 cells   0.31636
C_s/C_B without expansion       0.55794
C_si at interface               3.1565e+16 cm^-3
C_ox at interface               6.3131e+16 cm^-3
J_si                            -1.3928e+12 cm^-2 h^-1
J_ox                            -1.6179e+11 cm^-2 h^-1
J_si - J_ox                     -1.2310e+12 cm^-2 h^-1
v C_si                          3.4722e+11 cm^-2 h^-1
v C_ox/alpha                    1.5783e+12 cm^-2 h^-1
v (C_si - C_ox/alpha)           -1.2310e+12 cm^-2 h^-1
flux jump, converted            -3.4196e+08 cm^-2 s^-1
dose from consumed silicon      2.2000e+12 cm^-2
dose drawn from silicon left    1.2801e+12 cm^-2
dose in oxide, formula          1.9364e+12 cm^-2
dose in oxide, simulation       1.9365e+12 cm^-2
dose lost outside, formula      1.5437e+12 cm^-2
dose lost outside, simulation   1.5431e+12 cm^-2
largest silicon profile error   0.00069 C_B
largest oxide profile error     0.00048 C_B
trial fields: dose-rate defect  -0.0230554 C_B um/h
trial fields: relation defect   -0.0230554 C_B um/h
sealed, m=1/alpha: max change   4.5e-12 C_B
sealed, m=1: C_s/C_B formula    0.5925
sealed, m=1: simulation         0.5941
open surface: threshold m*      2.5057
open, m=m*: max silicon change  0.00049 C_B
sealed, m=2.4: C_s/C_B formula  1.0295
sealed, m=2.4: simulation       1.0293
open, m=2.4: C_s/C_B formula    0.9767
open, m=2.4: simulation         0.9765
```
